# Fuchs–Sondheimer Resistivity of Thin Films and Its Inverse-Thickness Limit

## Definitions and assumptions

A flat metal film occupies $0<z<d$. A uniform electric field $E$ points along $x$, in the film plane. The electron charge is $-e$ with $e>0$. The Fermi surface is a sphere of radius $k_F$ with Fermi speed $v_F$, and $\tau$ is the bulk relaxation time, taken independent of direction. The bulk mean free path is $\lambda=v_F\tau$. Bulk conductivity and resistivity are $\sigma_0$ and $\rho_0=1/\sigma_0$; $\sigma$ and $\rho=1/\sigma$ are the corresponding film quantities, averaged over the thickness. We use

$$\kappa=\frac d\lambda,\qquad \mu=\frac{|v_z|}{v_F},\qquad 0<\mu\le1. \tag{1}$$

A wall reflects an electron specularly with probability $p$, reversing $v_z$ and preserving the in-plane velocity. With probability $1-p$ it re-emits the electron diffusely, without memory of its direction. At first, $p$ is the same for both walls and all angles. The motion normal to the film is treated classically.

## The bulk reference

Let $f_0(\varepsilon)$ be the equilibrium occupation and $f=f_0+f_1$ the occupation in the field. The force is $-eE$, and $\partial f_0/\partial k_x=\hbar v_x f_0'(\varepsilon)$. To first order in $E$, the steady Boltzmann equation is

$$v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_xf_0'(\varepsilon). \tag{2}$$

The product of $E$ and $\partial f_1/\partial k_x$ has been dropped because it is of second order in the field. In the bulk the spatial derivative vanishes, so

$$f_1^{\rm bulk}=-eE\tau v_x(-f_0'). \tag{3}$$

The current density is $-e$ times the sum of $v_xf_1$ over states, with a factor 2 for spin. The two minus signs cancel:

$$\sigma_0=2e^2\tau\int\frac{d^3k}{(2\pi)^3}\,v_x^2(-f_0'). \tag{4}$$

For a degenerate metal, $-f_0'$ acts as a delta function at the Fermi energy. With $d^3k=k^2\,d\Omega\,d\varepsilon/(\hbar v)$ and $\int v_x^2\,d\Omega=4\pi v_F^2/3$,

$$\sigma_0=\frac{e^2\tau}{4\pi^3}\frac{k_F^2}{\hbar v_F}\frac{4\pi v_F^2}{3}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}. \tag{5}$$

The electron density is $n=2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$. Replacing $k_F^2/(3\pi^2)$ by $n/k_F$ gives

$$\sigma_0=\frac{ne^2\lambda}{\hbar k_F},\qquad
\rho_0\lambda=\frac{\hbar k_F}{ne^2}. \tag{6}$$

In this model $\rho_0\lambda$ depends on the electron density but not on the relaxation time.

## Electrons between two walls

Write the film deviation as the bulk deviation times a dimensionless factor:

$$f_1=-eE\tau v_x(-f_0')\,g. \tag{7}$$

Substitution in (2) and division by $-eEv_x(-f_0')$ give $v_z\tau\,\partial g/\partial z+g=1$. For upward and downward movers, labelled $+$ and $-$, this becomes

$$\pm\mu\lambda\frac{\partial g_\pm}{\partial z}+g_\pm=1. \tag{8}$$

At the lower wall, the outgoing occupation is $p$ times the mirror-image incoming occupation plus $1-p$ times an isotropic function of energy. Since no electrons pass through the wall, that function must be the flux-weighted average of the diffusely scattered incoming occupation. The incoming $f_1$ is odd in $v_x$, so its average vanishes and the isotropic function is $f_0$. Diffuse re-emission therefore carries no current along $x$. Specular reflection leaves $v_x$ unchanged, and hence

$$g_+(0)=p\,g_-(0). \tag{9}$$

The oddness of $f_1$ in $v_x$ also means that it produces no net charge density, so no additional field arises across the film.

Exchanging the two equal walls gives $g_-(z)=g_+(d-z)$, and (9) becomes $g_+(0)=p\,g_+(d)$. The general solution of (8) for upward movers is

$$g_+(z)=1-Ce^{-z/(\mu\lambda)}. \tag{10}$$

Inserting it in the wall condition gives

$$1-C=p\left(1-Ce^{-\kappa/\mu}\right)
\quad\Longrightarrow\quad
C=\frac{1-p}{1-pe^{-\kappa/\mu}}. \tag{11}$$

An electron leaving a wall thus lacks part of its drift and recovers it over a vertical distance $\mu\lambda$. For $p=1$, $C=0$: in this model perfectly specular walls leave the resistivity unchanged at any thickness.

The thickness average of (10) is

$$\bar g=\frac1d\int_0^dg_+\,dz
=1-C\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right), \tag{12}$$

and downward movers have the same average. Each direction contributes to the current with weight $v_x^2$. At fixed $\mu$, integration of $v_x^2/v_F^2$ over azimuth gives $\pi(1-\mu^2)$. The total angular weight is $4\pi/3$, and the two signs of $v_z$ supply a factor 2, so

$$\frac{\sigma}{\sigma_0}=\frac{3}{4\pi}\,2\pi\int_0^1(1-\mu^2)\bar g\,d\mu
=\frac32\int_0^1(1-\mu^2)\bar g\,d\mu. \tag{13}$$

Because $\int_0^1(1-\mu^2)d\mu=2/3$, the constant term in $\bar g$ contributes 1. Equations (11) and (12) then yield the Fuchs–Sondheimer result:

$$\boxed{\frac{\rho_0}{\rho}=\frac{\sigma}{\sigma_0}
=1-\frac{3(1-p)}{2\kappa}\int_0^1(\mu-\mu^3)
\frac{1-e^{-\kappa/\mu}}{1-pe^{-\kappa/\mu}}\,d\mu} \tag{14}$$

With $t=1/\mu$, we have $d\mu=-dt/t^2$ and $(\mu-\mu^3)/t^2=t^{-3}-t^{-5}$. The integral becomes

$$\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)
\frac{1-e^{-\kappa t}}{1-pe^{-\kappa t}}\,dt. \tag{15}$$

A finite-difference solution of (8), with the wall conditions imposed directly, tests (14) for $\kappa=0.5,1,5$ and $p=0,0.5,0.9$. The largest difference in $\sigma/\sigma_0$ is $2.0\times10^{-8}$.

## The thick-film correction

To separate the power of $1/\kappa$ from the exponentials, use

$$\frac{1-e^{-\kappa t}}{1-pe^{-\kappa t}}
=1-\frac{(1-p)e^{-\kappa t}}{1-pe^{-\kappa t}}. \tag{16}$$

The first term gives $\int_1^\infty(t^{-3}-t^{-5})dt=1/2-1/4=1/4$. Therefore

$$\frac{\sigma}{\sigma_0}=1-\varepsilon_d+\delta,\qquad
\varepsilon_d=\frac{3(1-p)}{8\kappa}=\frac{3(1-p)\lambda}{8d}, \tag{17}$$

$$\delta=\frac{3(1-p)^2}{2\kappa}\int_1^\infty
\left(t^{-3}-t^{-5}\right)\frac{e^{-\kappa t}}{1-pe^{-\kappa t}}\,dt. \tag{18}$$

The function $h(t)=t^{-3}-t^{-5}$ vanishes at $t=1$, and its derivative is $t^{-4}(5t^{-2}-3)$, which is less than 2 for $t>1$. Hence $0<h(t)<2(t-1)$ there. The denominator in (18) is at least $1-pe^{-\kappa}$, and $\int_1^\infty2(t-1)e^{-\kappa t}dt=2e^{-\kappa}/\kappa^2$. For $p<1$,

$$0<\delta<\frac{3(1-p)^2e^{-\kappa}}{\kappa^3(1-pe^{-\kappa})}. \tag{19}$$

The exponential has a simple origin: it describes electrons that cross from one wall to the other without a bulk collision. When these are rare, the two walls act independently, and the conductivity has the single inverse-power correction $-\varepsilon_d$. Higher powers appear in the resistivity because it is the reciprocal:

$$\frac{\rho}{\rho_0}=\frac1{1-\varepsilon_d+\delta}
=1+\varepsilon_d+\varepsilon_d^2+O(\kappa^{-3}),\qquad \kappa\gg1. \tag{20}$$

To leading order,

$$\boxed{\rho\simeq\rho_0\left[1+\frac{3(1-p)}8\frac{\lambda}{d}\right]
=\rho_0+\frac{3(1-p)\rho_0\lambda}{8d}} \tag{21}$$

By (6), the slope of $\rho$ against $1/d$ does not depend on $\tau$. As $d\to\infty$ it determines $p$ if $\rho_0\lambda$ is known and surface scattering is the sole thickness-dependent mechanism. At finite thickness the $\varepsilon_d^2$ term of (20) steepens the plot and biases the fitted $p$ low; by (17) it is $\sigma$, not $\rho$, that is linear in $1/d$ up to the exponentially small $\delta$, so $\sigma$ is the better quantity to fit.

**Unequal walls.** For $\kappa\gg1$, electrons arrive at either wall with $g\simeq1$. They leave walls 1 and 2 with $g=p_1$ and $g=p_2$. Their thickness averages are then $1-(1-p_1)\mu/\kappa$ and $1-(1-p_2)\mu/\kappa$. Averaging the two groups replaces $p$ in $\varepsilon_d$ by $(p_1+p_2)/2$. For $p_1=0$, $p_2=0.6$ and $\kappa=12$, the transport solution and this rule both give $\sigma/\sigma_0=0.978125$.

**Angle-dependent specularity.** If $p=p(\mu)$, the thick-film deficit is $(3/2\kappa)\int_0^1(\mu-\mu^3)[1-p(\mu)]d\mu$. Equation (21) survives with

$$p_{\rm eff}=4\int_0^1\mu(1-\mu^2)p(\mu)\,d\mu. \tag{22}$$

The factor 4 normalizes the weight.

## The opposite limit

The inverse-thickness law does not continue to very thin films. Let $\kappa\to0$ at fixed $p<1$ and set $s=\kappa/\mu$. Where $s\ll1-p$, $1-pe^{-s}\simeq(1-p)+ps$, so

$$C\simeq1-\frac{ps}{1-p},\qquad \frac{1-e^{-s}}s\simeq1-\frac s2. \tag{23}$$

To first order in $s$, (12) gives

$$\bar g\simeq s\left(\frac12+\frac p{1-p}\right)
=\frac{\kappa}{2\mu}\frac{1+p}{1-p}. \tag{24}$$

Substitution in (13) produces $\int d\mu/\mu$, cut off near $\mu\sim\kappa/(1-p)$ where the expansion ceases to hold. Directions below this cutoff contribute at most of order $\kappa/(1-p)$, without the logarithm, since $\bar g\le1$. At fixed $p$ the factor $1/(1-p)$ in the cutoff changes only the constant added to the logarithm. To leading logarithm,

$$\frac{\sigma}{\sigma_0}\simeq\frac{3\kappa}{4}\frac{1+p}{1-p}\ln\frac1\kappa. \tag{25}$$

Most directions now hit a wall before a bulk collision. The logarithm comes from electrons moving nearly parallel to the film, whose paths between walls are long. The approach to (25) is only logarithmic and requires $\kappa\ll1-p$; for $p=0.9$ and $\kappa=0.1$ the formula gives the impossible value 3.3. Equation (25) is a limit of the classical model; quantization of the normal motion can invalidate it in a real film.

## A plated copper film

Take a 200 nm copper film at 300 K with $p=0.20$, a chosen value. Rough bulk values are $\rho_0=1.70\ \mu\Omega\,$cm and $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$. The density gives $k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}}$, and (6) gives $\rho_0\lambda=6.57\times10^{-16}\ \Omega\,\mathrm{m^2}$. Hence

$$\lambda=\frac{6.574\times10^{-16}}{1.70\times10^{-8}}\ \mathrm m
=38.7\ \mathrm{nm},\qquad
\kappa=\frac{200}{38.67}=5.17, \tag{26}$$

$$\varepsilon_d=\frac{3(0.80)}{8(5.172)}=0.0580. \tag{27}$$

The leading law gives $\rho=1.70(1.0580)=1.799\ \mu\Omega\,$cm. The full integral gives $\rho/\rho_0=1.0616$, or $\rho=1.805\ \mu\Omega\,$cm $=1.805\times10^{-8}\ \Omega\,$m. The leading law is 0.33% below the full model value. The slope in (21) is $19.7\ \mu\Omega\,\mathrm{cm\,nm}$.

With material parameters and $p$ held fixed, the thickness dependence is:

| $d$ (nm) | full $\rho/\rho_0$ | $1+\varepsilon_d$ | $1/(1-\varepsilon_d)$ |
|---:|---:|---:|---:|
| 40 | 1.340 | 1.290 | 1.409 |
| 100 | 1.129 | 1.116 | 1.131 |
| 200 | 1.062 | 1.058 | 1.062 |
| 400 | 1.030 | 1.029 | 1.030 |

At 40 nm, close to one mean free path, the linear law is 3.8% low and the reciprocal form 5.1% high, relative to the full integral. The reciprocal form is high because it omits the positive $\delta$ in (17). By 100 nm it is the better of the two, since $\delta$ has fallen while $\varepsilon_d^2$ still matters. For $p=0.20$, the linear law stays within 1% of the full result above $\kappa=2.86$, or $d=111$ nm. Thus "thicker than the mean free path" has to mean nearly three times thicker for that accuracy. The 1% refers to $\rho$ itself, not to the slope: a straight line through the full values at 100 and 400 nm, read with (21), returns $p\approx0.09$ in place of 0.20.

## What a real film adds

Real plated copper contains grain boundaries, and its Fermi surface is not spherical. To size the grain effect, consider parallel planes normal to $E$, with spacing $D$ and reflection probability $R$. Let $\mu$ now be measured from $E$. Reflection reverses $v_x$ and hence the sign of the deviation, while transmission preserves it. By the mirror symmetry of a cell, the starting factor is $(1-R)-R=1-2R$ times the arriving one. This is the film problem with $p\to1-2R$, $d\to D$ and angular weight $3\mu^2$. For $D\gg\lambda$, (12) gives a fractional conductivity loss

$$3\int_0^1\mu^2\,(2R)\frac{\mu\lambda}{D}\,d\mu
=\frac{3R\lambda}{2D}. \tag{28}$$

For illustrative values $D=200$ nm and $R=0.25$, this is 7.3%; the solution for finite $D/\lambda$ gives a resistivity rise of 7.8%. The surface rise is 6.2%. The grain estimate holds the field uniform and omits the charge layers needed to make the current uniform across the planes, so it establishes a comparable size, not a precise value. It is correct to first order in $R$ and too low beyond that: it leaves a finite conductivity at $R=1$, where the planes must block the current. Enforcing a uniform current replaces $R$ roughly by $R/(1-R)$, which raises the estimate here to between 9 and 10%.

If $D$ grows in proportion to $d$, both contributions vary as $1/d$, and a resistivity plot alone cannot separate them. Adding the leading terms for $D=d$ gives a slope $\rho_0\lambda(0.300+0.375)$. Assigning it all to surfaces would require $3(1-p)/8=0.675$, or $p=-0.8$ (near $-1.1$ with $R/(1-R)$ in place of $R$). A negative fitted $p$ can thus point to a missing scattering mechanism. It does not prove one: an error in $\rho_0\lambda$ can also make $p$ negative, and so can a straight-line fit of $\rho$ against $1/d$ when the true $p$ is small, because the $\varepsilon_d^2$ term of (20) steepens the line even for films several mean free paths thick.

The chosen $p$ can be compared with a simple roughness estimate. A height $h$ changes the reflected phase by $2k_zh$. For Gaussian heights of rms value $s_r$, the mean amplitude is $e^{-2k_z^2s_r^2}$, and the specular probability is its square, $p(\mu)=e^{-4k_F^2s_r^2\mu^2}$. With $s_r=0.10$ nm, (22) gives $p_{\rm eff}=0.23$. Roughness of atomic size thus already removes most electrons from the specular beam. That is not the same as the complete loss of drift assumed in (9). The phase formula holds for heights that vary slowly along the wall, and such a wall scatters mostly through small angles, which preserves much of the drift. For such a wall, 0.23 therefore tends to underestimate the $p$ that sets the resistivity.

Other changes can be sized separately:

- **Temperature.** If $\rho_0$ is taken roughly proportional to absolute temperature, at 373 K it is $2.11\ \mu\Omega\,$cm and $\lambda=31.1$ nm. At fixed $n$, $p$ and $d$, the surface addition changes from 0.105 to $0.103\ \mu\Omega\,$cm. Its near constancy follows from (21); the small decrease comes from higher-order terms.
- **Geometry.** Slow thickness variations along the current add resistances in series. At fixed resistivity and mean thickness, the fractional rise is about $(\text{rms variation}/d)^2$. An rms variation of 5 nm adds 0.06%. With a 2 nm nonconducting skin, using the total thickness gives an apparent resistivity $2/198=1.0\%$ above that of the conducting part.
- **Anisotropy.** With in-plane mass, $\tau$, $p$ and the Fermi energy fixed, a normal mass larger by 10% multiplies normal velocities by $1/\sqrt{1.10}$. The leading fractional surface term $\varepsilon_d$ falls by 4.7%. This is a sensitivity estimate, not a model of copper's Fermi surface.
- **Quantization.** For hard walls, $k_z$ changes by $\pi/d$ between subbands, so their largest spacing at the Fermi energy is about $\pi\hbar v_F/d=16$ meV. This is below $k_BT=26$ meV and $\hbar/\tau=27$ meV, but not far below. Since the ratio of the spacing to $\hbar/\tau$ is $\pi/\kappa$, the classical treatment becomes less secure as the film thins.
- **Degeneracy.** The ratio $k_BT/\varepsilon_F=0.0037$ supports the use of a sharp Fermi surface.

The 200 nm result is therefore a surface-scattering contribution on a rough bulk reference. For the illustrative grains above, the neglected grain contribution is of similar size, whereas the 0.33% error of the inverse-thickness formula is much smaller. At this thickness, knowledge of the microstructure limits the prediction more than the expansion does. The numerical output gives the remaining digits and the 1000 nm case.

## Numbers as computed

```
Largest gap, integral vs transport solution: 2.0e-08
Unequal walls 0 and 0.6, kappa 12: sigma/sigma0 = 0.978125
Same, formula with mean p: 0.978125
Remainder / leading exponential, kappa 40: 0.8135
Second-order coefficient ratio, kappa 50: 1.0060
Bulk resistivity (rough): 1.70 uOhm cm
Electron density (rough): 8.50e+22 cm^-3
Temperature: 300 K
Film thickness: 200 nm; specularity p: 0.20
Fermi wave number: 13.602 nm^-1
Fermi velocity: 1.575e+06 m/s
rho0*lambda: 6.574e-16 Ohm m^2
Mean free path: 38.67 nm
kappa = d/lambda: 5.172
eps = 3(1-p)/(8 kappa): 0.05801
Full rho/rho0: 1.06155
Full resistivity: 1.8046 uOhm cm
First-order resistivity: 1.7986 uOhm cm
Slope against 1/d: 19.72 uOhm cm nm
First-order law within 1% above kappa: 2.860
That thickness: 110.6 nm
d (nm) | kappa | full rho/rho0 | 1+eps | 1/(1-eps)
   40 | 1.034 | 1.34047 | 1.29004 | 1.40854
  100 | 2.586 | 1.12938 | 1.11602 | 1.13124
  200 | 5.172 | 1.06155 | 1.05801 | 1.06158
  400 | 10.343 | 1.02987 | 1.02900 | 1.02987
 1000 | 25.858 | 1.01174 | 1.01160 | 1.01174
Grain spacing: 200 nm; reflection R: 0.25
Grain-boundary rise, full: 7.81 %
Grain-boundary rise, leading term: 7.25 %
Surface-scattering rise, full: 6.16 %
Rms surface roughness: 0.10 nm
Effective p from that roughness: 0.234
Warm film temperature: 373 K
Warm bulk resistivity: 2.114 uOhm cm
Warm mean free path: 31.10 nm
Surface addition, 300 K: 0.1046 uOhm cm
Surface addition, warm: 0.1034 uOhm cm
Rms thickness variation: 5.0 nm
Rise from thickness variation: 0.063 %
Nonconducting skin: 2.0 nm
Apparent rise from skin: 1.01 %
Normal mass / in-plane mass: 1.10
Resulting change of surface term: -4.65 %
Subband spacing at Fermi level: 16.28 meV
Thermal energy kT: 25.85 meV
Collision broadening hbar/tau: 26.80 meV
Fermi energy: 7.049 eV
kT / Fermi energy: 0.00367
```
